\section*{Dissociative oxygen transport across a sealed void in an oxide scale}

\section{Two walls and free flight}

Take a flat void inside a hot oxide scale, so thin or so empty that oxygen molecules cross it without collisions. The outer wall, on the side of the oxidising gas, has the higher oxygen activity. It releases O$_2$ as its oxide decomposes, and the inner wall, on the metal side, takes up O$_2$ and forms new oxide.

Describe each wall by the O$_2$ pressure with which its surface oxide would be in equilibrium: $p_1$ (outer) and $p_2<p_1$ (inner). Gas at pressure $p$ strikes a wall at the molar rate $Zp$, with
\begin{equation}
Z=\frac{1}{\sqrt{2\pi M RT}},
\end{equation}
where $M$ is the molar mass of O$_2$. Suppose first that every molecule that strikes a wall sticks. In equilibrium a wall must emit what it absorbs, so it emits $Zp_1$ or $Zp_2$. If the emission depends on the state of the surface and not on the gas above it, this also holds out of equilibrium. The net O$_2$ flux, counted positive inward, is then $J_{\rm O_2}=Z(p_1-p_2)$.

Now let a fraction $s_1$ or $s_2$ stick, while the rest is re-emitted diffusely. Let $F_1$ and $F_2$ be the total fluxes leaving the outer and inner walls. In free flight $F_2$ is also what strikes the outer wall, and $J_{\rm O_2}=F_1-F_2$. Emission minus absorption gives
\begin{align}
J_{\rm O_2}&=s_1(Zp_1-F_2), & F_1&=F_2+J_{\rm O_2}=Zp_1-J_{\rm O_2}\left(\tfrac1{s_1}-1\right),\\
J_{\rm O_2}&=s_2(F_1-Zp_2), & F_2&=F_1-J_{\rm O_2}=Zp_2+J_{\rm O_2}\left(\tfrac1{s_2}-1\right).
\end{align}
Subtracting the two right-hand results yields
\begin{equation}
Z(p_1-p_2)=J_{\rm O_2}\left(\frac1{s_1}+\frac1{s_2}-1\right).
\label{free}
\end{equation}

This case already shows the main point. If the scale demands a flux $J_{\rm O_2}$, the outer wall must reach the pressure that drives it. Neither $p_1$ nor $p_2$ is prescribed; the oxide layers and the void together fix them.

\section{A void that contains inert gas}

A sealed void may hold nitrogen, which does not react. Let $A$ denote O$_2$, $B$ the filler, $y$ the mole fraction of O$_2$, and $\xi$ the distance from the outer wall inward. Temperature and total pressure are uniform, so the total density $c$ is uniform too. Diffusion plus bulk flow gives
\begin{equation}
J_{\rm O_2}=-cD\frac{dy}{d\xi}+y\,(J_{\rm O_2}+j_B),\qquad j_B=0,
\end{equation}
because the filler cannot leave. Collecting $J_{\rm O_2}$ and multiplying by $c$, with $c(1-y)=c_B$ and $c\,dy=dc_A$,
\begin{equation}
c_B J_{\rm O_2}=-cD\frac{dc_A}{d\xi}.
\end{equation}
For a dilute gas at fixed temperature $D\propto1/c$, and $cD$ is taken as independent of composition. Integrate over the gap $h$ and define the filler per area $N_B=\int_0^h c_B\,d\xi$:
\begin{equation}
J_{\rm O_2}=\frac{cD}{N_B}\,(c_{A1}-c_{A2})
=\frac{p_{A1}-p_{A2}}{R_{\rm diff}},\qquad
R_{\rm diff}=\frac{RT\,N_B}{cD}.
\end{equation}
The bulk flow is fully included. At fixed filler inventory the gap width has dropped out: a wider void is longer to cross, but its filler is thinner. In scaled units with $cD=1$, $N_B=0.8$, $c_{A1}=1$ and $c_{A2}=0.1$, a numerical solution of the flow equation gives the flux $1.125=0.9/0.8$ for gaps of both 1 and 1.5.

The gas pressures beside the walls are not quite $p_1$ and $p_2$. Take fully sticking walls. A weak net flux tilts the Maxwell distribution to $f_0(1+a v_\xi)$, with $J_{\rm O_2}=a c_A\langle v_\xi^2\rangle$. Half of this integral comes from molecules moving towards the outer wall, so the flux striking it is $Zp_{A1}-J_{\rm O_2}/2$. Hence
\begin{equation}
J_{\rm O_2}=Zp_1-\left(Zp_{A1}-\tfrac12J_{\rm O_2}\right)
\quad\Rightarrow\quad p_1-p_{A1}=\frac{J_{\rm O_2}}{2Z}.
\end{equation}
At the inner wall the incident flux is $Zp_{A2}+J_{\rm O_2}/2$, which gives $p_{A2}-p_2=J_{\rm O_2}/(2Z)$. The total resistance between fully sticking walls is therefore $R_{\rm diff}+1/Z$.

For partial sticking, let $t$ be the fraction of a difference in outgoing wall fluxes that crosses the gap as net flux. In linear transport $J_{\rm O_2}=t(F_1-F_2)$. The wall balances still give the expressions for $F_1$ and $F_2$ found above, since the flux striking a wall is its outgoing flux minus or plus $J_{\rm O_2}$. Thus
\begin{equation}
\frac{J_{\rm O_2}}t=Z(p_1-p_2)-J_{\rm O_2}\left(\frac1{s_1}+\frac1{s_2}-2\right).
\end{equation}
With $1/t=1+ZR_{\rm diff}$ from fully sticking walls,
\begin{equation}
J_{\rm O_2}=G(p_1-p_2),\qquad
\frac1G=\frac{RT N_B}{cD}+\frac1Z\left(\frac1{s_1}+\frac1{s_2}-1\right).
\label{G}
\end{equation}
Without filler this returns Eq.~(\ref{free}).

In linear transport with diffuse re-emission the addition of the sticking terms is exact. The form of $t$ is an interpolation, because the tilted Maxwellian does not hold within about a mean free path of a wall. A one-speed transport calculation with isotropic scattering, for seven gaps from 0.001 to 5 mean free paths, differs from it by at most 3.2\%, relative to the interpolated flux. With Maxwellian speeds and a constant collision frequency the interpolation overestimates the flux between fully sticking walls by up to about 6\%. Either error matters only when the sticking probabilities are near 1.

\section{What the oxide demands}

Let the scale be $\mathrm{MO}_\nu$, in which metal ions move, oxygen ions do not, and electrons are fast. The inner oxide has thickness $X_i$, the outer oxide $X_o$. Let $x$ point outward from the metal, and let $J$ be the outward metal flux in mol of metal. At the void walls
\begin{align}
\text{outer:}&\quad \mathrm{MO}_\nu\rightarrow \mathrm{M\ (into\ the\ outer\ oxide)}+\tfrac{\nu}{2}\mathrm{O_2},\\
\text{inner:}&\quad \mathrm{M\ (from\ the\ inner\ oxide)}+\tfrac{\nu}{2}\mathrm{O_2}\rightarrow\mathrm{MO}_\nu .
\end{align}
No metal crosses the void. The outer oxide obtains its metal by consuming its own inner face. In the steady state the O$_2$ released equals the O$_2$ consumed, so the metal flux is the same in both layers and
\begin{equation}
J_{\rm O_2}=\frac{\nu}{2}J .
\end{equation}

With metal density $c_M$ and diffusivity $D_M$, the flux is $J=-(c_MD_M/RT)\,d\mu_M/dx$. Local equilibrium keeps $\mu_M+\frac{\nu}{2}\mu_{\rm O_2}$ equal to the chemical potential of the oxide, which is constant for small deviations from stoichiometry. Hence $d\mu_M=-\frac{\nu}{2}RT\,d\ln p$, and
\begin{equation}
J=\frac{\nu}{2}c_MD_M\frac{d\ln p}{dx}.
\end{equation}
For a metal-deficient oxide take $D_M=D_0u$ with $u=(p/p_0)^{1/n}$ and $n\ge1$. Since $\ln p=n\ln u+\text{const}$, $d\ln p=n\,du/u$, and the factor $u$ cancels:
\begin{equation}
J=K\frac{du}{dx},\qquad K=\frac{n\nu}{2}c_MD_0 .
\end{equation}
So $u$ is linear in each layer. Let $u_d$ belong to the dissociation pressure $p_d$ at the metal, and $u_{ox}$ to the outer gas at $p_{ox}$. Then
\begin{equation}
u_2=u_d+\frac{JX_i}{K},\qquad u_1=u_{ox}-\frac{JX_o}{K}.
\label{u}
\end{equation}

\section{The flux through oxide, void and oxide}

Joining the void law to the two layers gives
\begin{equation}
\frac{\nu J}{2G}=p_0\left(u_{ox}-\frac{JX_o}{K}\right)^n-p_0\left(u_d+\frac{JX_i}{K}\right)^n .
\label{main}
\end{equation}
Without the void $u_1=u_2$, and with $X=X_i+X_o$ the flux is
\begin{equation}
J_0=\frac{K(u_{ox}-u_d)}{X}.
\end{equation}
As $J$ rises from 0 to $J_0$, the right side of Eq.~(\ref{main}) falls steadily from $p_{ox}-p_d$ to 0, while the left side rises from 0. They meet once, so there is one steady flux and it is smaller than $J_0$.

Solving the two relations in Eq.~(\ref{u}) for $JX_i/K$ and $JX_o/K$ and adding the results gives $JX/K=(u_{ox}-u_d)-(u_1-u_2)$. Division by $J_0X/K=u_{ox}-u_d$ yields the fractional loss
\begin{equation}
1-\frac{J}{J_0}=\frac{u_1-u_2}{u_{ox}-u_d}.
\label{loss}
\end{equation}

An upper bound follows without solving for $J$. For $r,q\ge0$, not both zero, the fractions $r/(r+q)$ and $q/(r+q)$ lie between 0 and 1, so raising them to the power $n\ge1$ does not increase them. Their sum was 1, hence $r^n+q^n\le(r+q)^n$. With $r=u_2$ and $q=[(p_1-p_2)/p_0]^{1/n}$ this says $u_1\le u_2+q$. Since $p_1-p_2=\nu J/(2G)\le\nu J_0/(2G)$,
\begin{equation}
1-\frac{J}{J_0}\le\frac{1}{u_{ox}-u_d}\left(\frac{\nu J_0}{2Gp_0}\right)^{1/n}.
\label{bound}
\end{equation}

\section{Weak and strong blocking}

If the pressure drop is small compared with the void-free pressure $p_*$ at that depth, then with $u_*=(p_*/p_0)^{1/n}$,
\begin{equation}
u_1-u_2\simeq\frac{u_*}{np_*}(p_1-p_2)=\frac{u_*}{np_*}\frac{\nu J}{2G}.
\end{equation}
Write the loss as extra oxide of thickness $X_{eq}$, defined by $JX_{eq}=K(u_1-u_2)$. Inserting $K$,
\begin{equation}
X_{eq}\simeq\frac{n\nu c_MD_0}{2}\,\frac{u_*}{np_*}\,\frac{\nu}{2G}
=\frac{\nu^2c_MD_M(p_*)}{4Gp_*}.
\label{xeq}
\end{equation}

The opposite limit is $\nu J_0/(2G)\gg p_{ox}$. The flux is then far below $J_0$, and $u$ changes across each oxide layer by much less than $u_{ox}-u_d$. So $p_1\to p_{ox}$, and $p_2-p_d$ becomes small compared with $p_{ox}-p_d$, although $p_2$ may still be many times $p_d$. The void controls growth, with $J\simeq(2G/\nu)(p_{ox}-p_d)$. Because $p_1\propto u_1^n$, this limit is approached slowly and in effect needs $\nu J_0/(2G)\gg n\,p_{ox}$. For $n=4$ and a void close to the metal, $J$ is 74\% of the limiting value when $\nu J_0/(2G)=10\,p_{ox}$ and 96\% when it is $100\,p_{ox}$. The bound (\ref{bound}) carries no information there, since its right side exceeds 1.

\section{How the void moves}

Each mole of metal occupies the oxide volume $V_m=1/c_M$. The outer wall recedes, and the inner wall advances, at the speed $V_mJ$, so the void drifts outward. The outer oxide loses $V_mJ$ at the void and gains as much at the gas, so $X_o$ stays constant while $X_i$ grows. The gap keeps its width if both plates follow the receding metal together. If they separate instead, $G$ is unchanged in this model, because Eq.~(\ref{G}) contains the filler inventory and not the gap.

\section{Worked example}

Take a monoxide ($\nu=1$) at 1273 K with $n=4$, $D_0=2.0\times10^{-9}$ cm$^2$/s at $p_0=10^5$ Pa, $V_m=12$ cm$^3$/mol, $p_{ox}=2.1\times10^4$ Pa and $p_d=10^{-6}$ Pa. The scale is 100 $\mu$m thick. A 5 $\mu$m void with filler at $7.9\times10^4$ Pa lies 2 $\mu$m from the metal, and both sticking probabilities are $10^{-3}$.

With $D=3.16$ cm$^2$/s in the void, $N_B/(cD)=h/D$, and
\begin{align}
R_{\rm diff}&=\frac{RTh}{D}=167\ \mathrm{Pa\,m^2\,s/mol},\\
R_{\rm wall}&=\frac{2000-1}{2.168\times10^{-2}}=9.22\times10^4\ \mathrm{Pa\,m^2\,s/mol}.
\end{align}
The surface reactions carry almost all the resistance, and $G=1.08\times10^{-5}$ mol/(m$^2$\,s\,Pa). The void-free flux is
\begin{equation}
J_0=\frac{3.333\times10^{-8}\times(0.6770-0.0018)}{10^{-4}}=2.25\times10^{-4}\ \mathrm{mol/(m^2\,s)}.
\end{equation}
Equation (\ref{main}) gives $J=1.97\times10^{-4}$ mol/(m$^2$\,s), with $p_1=9.1$ Pa and $p_2=3.4\times10^{-3}$ Pa. As a check, $J_{\rm O_2}/G=9.85\times10^{-5}/1.08\times10^{-5}=9.1$ Pa. The loss is
\begin{equation}
\frac{0.0977-0.0136}{0.6752}=0.125,
\end{equation}
or about 12\%, below the bound of 15\%.

If the outer wall were held at the dissociation pressure $p_d$, the flux could not exceed $2Gp_d=2.2\times10^{-11}$ mol/(m$^2$\,s), nine million times too little. That pressure belongs to oxide in contact with metal. The outer wall has no such contact, and its pressure rises until the void carries the flux.

At fixed total thickness, a void 10 $\mu$m from the metal costs 5.7\%, and one at mid-scale 0.1\%. At mid-scale $p_*=1.3\times10^3$ Pa, far above the required drop, and Eq.~(\ref{xeq}) gives $X_{eq}=98$ nm, in agreement with the full solution. The 2 $\mu$m void drifts at 8.5 $\mu$m/h, and its inner layer reaches 10 $\mu$m in 0.94 h with $X_o$ held at 98 $\mu$m. It thus moves out of the region where it blocks most.

With the void back at 2 $\mu$m, sticking probabilities of 1, $10^{-2}$ and $10^{-4}$ give losses of 1.2, 6.2 and 23\%. A ten-thousandfold drop in sticking thus raises the loss only about twentyfold. For sticking of $10^{-2}$ and below, $p_2\ll p_1$, so $p_1\simeq\nu J/(2G)$, and $u_1$ varies as the fourth root of this pressure. At full sticking $p_2$ is about $0.2\,p_1$, and this estimate is only rough.

\section{Real scales and the limits of the model}

The parameters are rough typical values for a fast-growing, cation-conducting transition-metal monoxide scale in furnace air; they describe no particular metal. The sticking probability is poorly known, and the losses just quoted show its effect. The diffusivity matters as much: while the surface reactions dominate the void resistance, a tenfold larger $D_0$ changes the fractional loss like a tenfold smaller sticking probability. The exponent matters too: with the other inputs of the example unchanged, $n=3$ gives a loss of 5\% and $n=6$ one of 26\%.

Furnace air is moist, and any steam that enters the void breaks the assumption that O$_2$ alone carries oxygen across it. Steam can oxidise the inner wall, and the hydrogen formed can reduce the outer one. For 1000 Pa of steam, and with the standard Gibbs energy of $\mathrm{H_2}+\frac12\mathrm{O_2}\rightarrow\mathrm{H_2O}$ set to $-177$ kJ/mol as a model input, this path carries 6\% as much oxygen as O$_2$ does if hydrogen also has sticking probability $10^{-3}$. With hydrogen sticking of 1 and the wall pressures held fixed, it would carry 25 times as much. The path adds oxygen flux when $p_1>p_2$ and vanishes when they are equal, so the flux lies between $J$ and $J_0$, provided moisture leaves $D_M$ in the oxide unchanged. With the wall pressures free to adjust, 1000 Pa of steam gives losses of 12.2, 9.7 and 0.07\% for hydrogen sticking of $10^{-3}$, $10^{-2}$ and 1, while 10 Pa of steam leaves 11.5\% even at hydrogen sticking of 1. Moisture removes the 12\% loss only if steam is plentiful and hydrogen exchanges readily.

The void must also be wide. Beside a fully blocked void, the slowest edge disturbance in the outer oxide varies as $\cos(\pi z/2X_o)\,e^{-\pi r/2X_o}$, where $z$ is the height above the void face and $r$ the distance from the edge. This has zero slope at the void face and vanishes at the gas side. Its decay length $2X_o/\pi$ is 62 $\mu$m here. Oxygen also spreads sideways in the gas. With the inner wall as the main sink, and $s$ the common sticking probability, this disturbance decays over about $[hD/(RTsZ)]^{1/2}=83$ $\mu$m. The one-dimensional result therefore describes the middle of a detached region about half a millimetre or more across. For a strip-shaped void of that width, the same laws solved in two dimensions give a loss of about 14\% at the centre of the inner wall. In a narrower void, metal flowing around the edge lowers the oxygen pressure of the outer wall, so the local flux through the void falls further below $J_0$, by about a third at the centre of a 0.1 mm strip, and the one-dimensional loss does not apply.

Metal vapour is neglected too. With free flight and full sticking, a vapour pressure difference of $1.2\times10^{-2}$ Pa would carry a metal flux equal to $J$ (for 60 g/mol), so the vapour is negligible if the metal's pressure over the inner oxide wall lies well below this. Reaction heat changes the temperature across the gap by only a few mK. Filling the void with O$_2$ to $p_1$ takes about $4\times10^{-5}$ s, so the gas follows the growing scale without delay. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature 1273 K; p0 1e+05 Pa; outer O2 2.1e+04 Pa
Dissociation pressure at metal 1.00e-06 Pa
nu 1; exponent n 4; D0 2.00e-09 cm2/s
Oxide volume per mole metal 12.0 cm3/mol
Scale 100 um; inner 2 um; outer 98 um
Gap 5.0 um; filler 7.9e+04 Pa; sticking 1.0e-03
O2 diffusivity at p0 2.50 cm2/s, in void 3.16 cm2/s
Mean free path 1.03 um; gap/path 4.83
Impingement coefficient Z 2.1677e-02 mol/(m2 s Pa)
Filler inventory N_B 3.732e-05 mol/m2
Diffusion resistance 167.2 Pa m2 s/mol
Wall resistance 9.2217e+04 Pa m2 s/mol
Void conductance G 1.0824e-05 mol/(m2 s Pa)
u_ox 0.67695; u_d 0.00178; K 3.3333e-08 mol/(m s)
Void-free metal flux J0 2.2506e-04 mol/(m2 s)
Metal flux with void J 1.9703e-04 mol/(m2 s)
O2 flux across void 9.8514e-05 mol/(m2 s)
Wall pressures: p1 9.105 Pa; p2 3.421e-03 Pa
Wall u values: u1 0.09768; u2 0.01360
Flux loss 12.45 %; upper bound 14.96 %
Loss/bound with bare metal as inner wall 0.945
J if p1 were pinned at dissociation pressure, p2=0: 2.16e-11 mol/(m2 s)
True J / pinned J 9.10e+06
Void drift 2.364 nm/s = 8.51 um/h
Time for inner layer 2 to 10 um: 0.94 h
Inner 1 um: loss 13.301 %, p1 9.013 Pa, p2 0.0003393 Pa
Inner 10 um: loss 5.690 %, p1 11.64 Pa, p2 1.835 Pa
Inner 50 um: loss 0.098 %, p1 1332 Pa, p2 1321 Pa
Sticking 1e+00: loss 1.20 %, p1 0.02895 Pa
Sticking 1e-02: loss 6.17 %, p1 0.9913 Pa
Sticking 1e-04: loss 23.10 %, p1 79.86 Pa
Mid-scale void: p* 1326.3 Pa; X_eq 98.5 nm; full solution 98.5 nm
Sealed-filler test, scaled flux at gaps 1, 1.5: 1.12500, 1.12500
Worst gas interpolation error (sticking 1) 3.24 %
Shooting/formula flux difference 5.1e-10
Steam 1000 Pa, reaction energy -177 kJ/mol: inner-wall H2 0.295 Pa
H2 diffusivity at p0 9.0 cm2/s
Steam-carried/O2-carried oxygen, same sticking 0.064
Same ratio, H2 sticking 1, fixed walls 25.3
Metal vapour for equal flux (free flight, 60 g/mol) 1.24e-02 Pa
Heat 480 kJ/mol O2, gas 0.08 W/(m K): dT 3.0e-03 K, dp/p 1.1e-04
Outer-surface exchange drop dp/p 2.2e-04
Edge bypass decay length 62.4 um
Gas diffusion time 7.9e-08 s; O2 filling time 4.4e-05 s
\end{verbatim}
